# Projecting an Ellipsoidal Silicon Valley onto an Arbitrary Surface: verification in Python

```python
# Result under test: for H = p.W.p/2 + V(z), with z the depth along the unit
# surface normal n and W a uniform inverse mass tensor, the subbands are
#     E_j(k) = eps_j + k.S.k/2,   S_ab = w_ab - w_a3 w_b3 / w33,
# where w is W in the surface frame (t1, t2, n), k the in-plane wavevector,
# eps_j the levels for confinement mass m_z = 1/w33, and the in-plane mass
# tensor inverse(S) is the in-plane block of inverse(W).
# Valley: unit axis e, longitudinal mass ML, transverse mass MT.
# Hartree atomic units throughout; masses in electron masses.
import numpy as np
from numpy.polynomial.legendre import leggauss, legvander
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import ai_zeros

HARTREE_MEV = 1000 * physical_constants["Hartree energy in eV"][0]
ML, MT = 0.9, 0.2
FORCE = 2e-5
DEPTH = 800.0
NBASIS = 90

# Polynomial basis vanishing at z = 0 and z = DEPTH, on Gauss points
x, gauss_weight = leggauss(NBASIS + 20)
z = DEPTH * (x + 1) / 2
dz = gauss_weight * DEPTH / 2
legendre = legvander(x, NBASIS + 1)
index = np.arange(NBASIS)
norm = 1 / np.sqrt(4 * index + 6)
basis = (legendre[:, :NBASIS] - legendre[:, 2:NBASIS + 2]) * norm
slope = -(2 * index + 3) * legendre[:, 1:NBASIS + 1] * norm * 2 / DEPTH
overlap = basis.T @ (dz[:, None] * basis)


def surface_frame(miller):
    """Rows t1, t2, n; needs a nonzero first or third index."""
    h, _, l = miller
    n = np.array(miller, float) / np.linalg.norm(miller)
    t1 = np.array([l, 0.0, -h]) / np.hypot(h, l)
    return np.array([t1, np.cross(n, t1), n])


def valley_inverse_mass(axis):
    return np.eye(3) / MT + (1 / ML - 1 / MT) * np.outer(axis, axis)


def reduce_tensor(w):
    """Confinement mass and in-plane inverse mass tensor S."""
    return 1 / w[2, 2], w[:2, :2] - np.outer(w[:2, 2], w[:2, 2]) / w[2, 2]


def full_subbands(w, k, potential, grading=0.0):
    """Diagonalize the full Hamiltonian, cross term included.
    A nonzero grading multiplies W by 1 + grading*z/DEPTH."""
    k = np.asarray(k, float)
    q = (dz * (1 + grading * z / DEPTH))[:, None]
    cross = basis.T @ (q * slope)
    ham = 0.5 * w[2, 2] * slope.T @ (q * slope)
    ham = ham + 0.5 * (k @ w[:2, :2] @ k) * basis.T @ (q * basis)
    ham = ham - 0.5j * (w[:2, 2] @ k) * (cross - cross.T)
    ham = ham + basis.T @ ((dz * potential)[:, None] * basis)
    return eigh(ham, overlap, subset_by_index=[0, 2])


linear = FORCE * z
airy = -ai_zeros(3)[0]
rng = np.random.default_rng(4)
print(f"Longitudinal, transverse mass (m_e): {ML:.2f} {MT:.2f}")
print(f"Force F (a.u.): {FORCE:.1e}; box depth (bohr): {DEPTH:.0f}")

# Closed valley formulas against numerical reduction for random normals
for _ in range(20):
    frame = surface_frame(rng.normal(size=3))
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    w = frame @ valley_inverse_mass(axis) @ frame.T
    mz, s = reduce_tensor(w)
    c2 = (frame[2] @ axis) ** 2
    m2 = ML * (1 - c2) + MT * c2
    assert np.isclose(mz, ML * MT / m2, rtol=1e-10)
    mass_par = np.linalg.inv(s)
    assert np.allclose(np.linalg.eigvalsh(mass_par), [MT, m2], rtol=1e-10)
    shadow = frame[:2] @ axis
    assert np.allclose(mass_par @ shadow, m2 * shadow, atol=1e-10)

# General tensor, three unequal masses, and a nonlinear well
well = 0.01 * (1 - np.exp(-z / 60))
for _ in range(4):
    a = rng.normal(size=(3, 3))
    w = a @ a.T + np.eye(3)
    mz, s = reduce_tensor(w)
    assert np.allclose(np.linalg.inv(s), np.linalg.inv(w)[:2, :2])
    assert np.isclose(1 / np.linalg.det(w), mz / np.linalg.det(s))
    k = np.array([0.015, -0.010])
    direct = full_subbands(w, k, well)[0]
    confined = full_subbands(np.diag([1, 1, 1 / mz]), [0, 0], well)[0]
    assert np.allclose(direct, confined + k @ s @ k / 2, atol=1e-9, rtol=0)

    def bulk_energy(kz):
        vector = np.append(k, kz)
        return vector @ w @ vector / 2
    lowest = minimize_scalar(bulk_energy).fun
    assert np.isclose(lowest, k @ s @ k / 2, rtol=1e-8)

print("Masses in m_e: surface, valley axis, m_z, m_1, m_2, m_d")
for miller in [(0, 0, 1), (1, 1, 0), (1, 1, 1), (1, 2, 3)]:
    frame = surface_frame(miller)
    for axis, name in zip(np.eye(3), ["100", "010", "001"]):
        w = frame @ valley_inverse_mass(axis) @ frame.T
        mz, s = reduce_tensor(w)
        m1, m2 = np.linalg.eigvalsh(np.linalg.inv(s))
        label = "".join(map(str, miller))
        print(f"({label}) [{name}] {mz:.4f} {m1:.4f} {m2:.4f}"
              f" {np.sqrt(m1 * m2):.4f}")

# Subband bottoms and in-plane masses from direct energies, (123) surface
frame = surface_frame((1, 2, 3))
step = 0.02
print("(123) subband bottoms, lowest level: valley, Hartree, meV")
for axis, name in zip(np.eye(3), ["100", "010", "001"]):
    w = frame @ valley_inverse_mass(axis) @ frame.T
    mz, s = reduce_tensor(w)

    def ground(k1, k2):
        return full_subbands(w, [k1, k2], linear)[0][0]
    bottoms = full_subbands(w, [0, 0], linear)[0]
    formula = airy * (FORCE ** 2 / (2 * mz)) ** (1 / 3)
    assert np.allclose(bottoms, formula, atol=1e-9, rtol=0)
    e0 = bottoms[0]
    h11 = (ground(step, 0) + ground(-step, 0) - 2 * e0) / step ** 2
    h22 = (ground(0, step) + ground(0, -step) - 2 * e0) / step ** 2
    h12 = (ground(step, step) + ground(-step, -step)
           - ground(step, -step) - ground(-step, step)) / (4 * step ** 2)
    mass_direct = np.linalg.inv([[h11, h12], [h12, h22]])
    mass_block = frame[:2] @ np.linalg.inv(
        valley_inverse_mass(axis)) @ frame[:2].T
    assert np.allclose(mass_direct, mass_block, atol=1e-6)
    print(f"[{name}] {e0:.6f} {e0 * HARTREE_MEV:.2f}")

# Detailed example: the [001] valley, whose tensors are those just computed
print("Frame t1:", np.round(frame[0], 4), "t2:", np.round(frame[1], 4))
print("Frame n:", np.round(frame[2], 4))
print("[001] valley, W in surface frame (1/m_e), rows:")
for row in w:
    print("  " + " ".join(f"{value:8.4f}" for value in row))
print("In-plane inverse mass S11 S12 S22 (1/m_e):",
      f"{s[0, 0]:.4f} {s[0, 1]:.4f} {s[1, 1]:.4f}")
print("In-plane mass from direct energies M11 M12 M22 (m_e):",
      f"{mass_direct[0, 0]:.4f} {mass_direct[0, 1]:.4f}"
      f" {mass_direct[1, 1]:.4f}")

k = np.array([0.03, 0.02])
b = w[:2, 2] @ k
kappa = b / w[2, 2]
e_par = k @ s @ k / 2
e_cut = k @ w[:2, :2] @ k / 2
levels, vectors = full_subbands(w, k, linear)
assert np.allclose(levels, formula + e_par, atol=1e-9, rtol=0)
assert np.min(np.abs(levels - formula - e_cut)) > 1e-4
print(f"k1, k2 (1/bohr): {k[0]:.3f} {k[1]:.3f}")
print(f"Cross coefficient b (a.u.): {b:.6f}")
print(f"Phase slope kappa (1/bohr): {kappa:.6f}")
print(f"In-plane energy, eliminated (Hartree): {e_par:.6f}")
print(f"In-plane energy, cross term dropped (Hartree): {e_cut:.6f}")
excess = e_cut - e_par
assert np.isclose(excess, b ** 2 / (2 * w[2, 2]), rtol=1e-10)
print(f"Excess from dropping: {excess:.6f} Hartree"
      f" = {excess * HARTREE_MEV:.2f} meV")
print("Levels (Hartree): j, direct, reduced formula, cross dropped")
for j in range(3):
    print(f"{j + 1} {levels[j]:.6f} {formula[j] + e_par:.6f}"
          f" {formula[j] + e_cut:.6f}")
print(f"Largest direct-reduced difference (Hartree):"
      f" {np.max(np.abs(levels - formula - e_par)):.1e}")

# Phase, density and momentum of the directly computed ground state
coefficients = vectors[:, 0]
phi = basis @ coefficients
phi_rest = basis @ full_subbands(w, [0, 0], linear)[1][:, 0]
match = abs(np.sum(dz * phi_rest.conj() * np.exp(1j * kappa * z) * phi))
plain = abs(np.sum(dz * phi_rest.conj() * phi))
mean_pz = np.sum(dz * phi.conj() * (-1j) * (slope @ coefficients)).real
assert abs(match - 1) < 1e-8 and plain < 0.9
assert np.allclose(abs(phi) ** 2, abs(phi_rest) ** 2, atol=1e-8)
assert abs(mean_pz + kappa) < 1e-8
assert abs(w[2, 2] * mean_pz + b) < 1e-7
print(f"Overlap with k=0 state, phase removed: {match:.6f}")
print(f"Overlap with k=0 state, phase kept: {plain:.6f}")
print(f"Mean normal momentum (1/bohr): {mean_pz:.6f}")

# Density-of-states mass from the area inside direct energy contours
angles = 2 * np.pi * np.arange(64) / 64
rise = np.array([ground(step * np.cos(t), step * np.sin(t)) - e0
                 for t in angles])
md_area = np.mean(step ** 2 / (2 * rise))
assert np.isclose(md_area, np.sqrt(ML * MT ** 2 / mz), rtol=1e-6)
print(f"Density-of-states mass from contour area (m_e): {md_area:.4f}")
print(f"States per area and energy, with spin (a.u.): {md_area / np.pi:.5f}")


# A parabola rises four times as much when k doubles; a graded W breaks this
def parabola_defect(grading):
    e = [full_subbands(w, f * k, linear, grading)[0][0] for f in (0, 1, 2)]
    return (e[2] - e[0]) - 4 * (e[1] - e[0])


uniform_defect, graded_defect = parabola_defect(0.0), parabola_defect(1.0)
assert abs(uniform_defect) < 1e-9
assert abs(graded_defect) > 1e-6
print(f"Parabola defect, uniform W (Hartree): {uniform_defect:.1e}")
print(f"Parabola defect, W doubling over the box (Hartree):"
      f" {graded_defect:.2e}")
print("success")
```

Output:

```
Longitudinal, transverse mass (m_e): 0.90 0.20
Force F (a.u.): 2.0e-05; box depth (bohr): 800
Masses in m_e: surface, valley axis, m_z, m_1, m_2, m_d
(001) [100] 0.2000 0.2000 0.9000 0.4243
(001) [010] 0.2000 0.2000 0.9000 0.4243
(001) [001] 0.9000 0.2000 0.2000 0.2000
(110) [100] 0.3273 0.2000 0.5500 0.3317
(110) [010] 0.3273 0.2000 0.5500 0.3317
(110) [001] 0.2000 0.2000 0.9000 0.4243
(111) [100] 0.2700 0.2000 0.6667 0.3651
(111) [010] 0.2700 0.2000 0.6667 0.3651
(111) [001] 0.2700 0.2000 0.6667 0.3651
(123) [100] 0.2118 0.2000 0.8500 0.4123
(123) [010] 0.2571 0.2000 0.7000 0.3742
(123) [001] 0.4000 0.2000 0.4500 0.3000
(123) subband bottoms, lowest level: valley, Hartree, meV
[100] 0.002294 62.42
[010] 0.002150 58.51
[001] 0.001856 50.50
Frame t1: [ 0.9487  0.     -0.3162] t2: [-0.169   0.8452 -0.5071]
Frame n: [0.2673 0.5345 0.8018]
[001] valley, W in surface frame (1/m_e), rows:
    4.6111  -0.6236   0.9860
   -0.6236   4.0000   1.5811
    0.9860   1.5811   2.5000
In-plane inverse mass S11 S12 S22 (1/m_e): 4.2222 -1.2472 3.0000
In-plane mass from direct energies M11 M12 M22 (m_e): 0.2700 0.1122 0.3800
k1, k2 (1/bohr): 0.030 0.020
Cross coefficient b (a.u.): 0.061203
Phase slope kappa (1/bohr): 0.024481
In-plane energy, eliminated (Hartree): 0.001752
In-plane energy, cross term dropped (Hartree): 0.002501
Excess from dropping: 0.000749 Hartree = 20.39 meV
Levels (Hartree): j, direct, reduced formula, cross dropped
1 0.003607 0.003607 0.004357
2 0.004996 0.004996 0.005745
3 0.006133 0.006133 0.006883
Largest direct-reduced difference (Hartree): 7.1e-16
Overlap with k=0 state, phase removed: 1.000000
Overlap with k=0 state, phase kept: 0.797873
Mean normal momentum (1/bohr): -0.024481
Density-of-states mass from contour area (m_e): 0.3000
States per area and energy, with spin (a.u.): 0.09549
Parabola defect, uniform W (Hartree): 2.4e-15
Parabola defect, W doubling over the box (Hartree): -2.43e-05
success
```
